# The weak-coupling Fröhlich polaron shift, with numbers for a hafnia-like oxide

## 1. A number to explain

Put one electron into the conduction band of a polar oxide with optical dielectric constant 5, static dielectric constant 25, band mass 0.80 electron masses and a longitudinal optical (LO) phonon of 80 meV. To leading order in the electron–phonon coupling, the phonons cost 74.65 meV, the recoil of the electron costs another 74.65 meV, and the interaction returns 298.61 meV. The band minimum therefore falls by 149.3 meV. Why are the two costs equal, why is the gain four times either, and why is the total a dimensionless coupling constant, here 1.866, times the phonon energy?

## 2. Model and conventions

Formulas are in Hartree atomic units ($\hbar=e=m_e=4\pi\epsilon_{\rm vac}=1$). The crystal is a periodic box of volume $\mathcal V$. It holds one electron in an isotropic parabolic band of mass $m$. The LO branch has the same energy $\omega$ at every wavevector. The lattice is a continuum without a wavevector cutoff, temperature is zero and no field is applied. Energies are measured from the rigid-lattice band minimum, and the phonon zero-point energy is dropped.

The fast electronic polarization, described by $\varepsilon_\infty$, is taken to be already part of the band. The phonons supply the slow, ionic part.

## 3. The LO phonon in the dielectric function

For one polar oscillator with transverse frequency $\omega_T$,

$$\varepsilon(\Omega)=\varepsilon_\infty+\frac{(\varepsilon_0-\varepsilon_\infty)\omega_T^2}{\omega_T^2-\Omega^2}
=\varepsilon_\infty\frac{\omega^2-\Omega^2}{\omega_T^2-\Omega^2},\qquad \omega^2=\omega_T^2\frac{\varepsilon_0}{\varepsilon_\infty}.$$

The second form follows by adding the terms over a common denominator: the numerator is $\varepsilon_0\omega_T^2-\varepsilon_\infty\Omega^2$. A free longitudinal oscillation has no external charge, so its displacement field $\varepsilon E$ vanishes while $E$ does not. This requires $\varepsilon(\Omega)=0$, hence $\Omega=\omega$, the LO frequency.

An external charge is screened by $1/\varepsilon$. Writing $\omega_T^2-\Omega^2=(\omega^2-\Omega^2)-(\omega^2-\omega_T^2)$ and using $\omega^2-\omega_T^2=\omega^2(1-\varepsilon_\infty/\varepsilon_0)$,

$$\frac1{\varepsilon(\Omega)}=\frac1{\varepsilon_\infty}-\gamma\,\frac{\omega^2}{\omega^2-\Omega^2},\qquad \gamma=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}.$$

The ionic response is that of an oscillator of frequency $\omega$ and strength $\gamma$. In the example $\gamma=1/5-1/25=0.16$.

## 4. The coupling strength

The potential of the ionic polarization is linear in the oscillator displacements, so the Hamiltonian is

$$H=\frac{p^2}{2m}+\sum_{\mathbf q}\omega\, b_{\mathbf q}^\dagger b_{\mathbf q}+\sum_{\mathbf q}\left(V_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}b_{\mathbf q}+V_{\mathbf q}^*e^{-i\mathbf q\cdot\mathbf r}b_{\mathbf q}^\dagger\right).$$

To find $|V_{\mathbf q}|$, replace the electron by a fixed charge density with Fourier components $\rho_{\mathbf q}=\int\rho(\mathbf r)e^{i\mathbf q\cdot\mathbf r}d^3r$. For each mode, complete the square:

$$\omega b^\dagger b+V\rho\, b+V^*\rho^*b^\dagger=\omega\left(b^\dagger+\frac{V\rho}{\omega}\right)\left(b+\frac{V^*\rho^*}{\omega}\right)-\frac{|V|^2|\rho|^2}{\omega}.$$

Shifting $b$ by a number preserves its commutator, so the first term has ground energy zero. The lattice relaxation energy is therefore $-\sum_{\mathbf q}|V_{\mathbf q}|^2|\rho_{\mathbf q}|^2/\omega$.

Electrostatics gives the same energy independently. A fixed charge in a medium $\varepsilon$ has energy $\frac12\sum_{\mathbf q}4\pi|\rho_{\mathbf q}|^2/(\mathcal V\varepsilon q^2)$. Letting the ions relax changes $1/\varepsilon_\infty$ into $1/\varepsilon_0$, a change of $-\gamma$. The two energies must agree for every charge density, and isotropy makes the couplings at $\mathbf q$ and $-\mathbf q$ equal in size. Hence

$$|V_{\mathbf q}|^2=\frac{2\pi\omega\gamma}{\mathcal V q^2}.$$

The $\mathbf q=0$ term is absent, because a uniform charge is neutralized by the background.

Two combinations simplify what follows:

$$\alpha=\gamma\sqrt{\frac{m}{2\omega}},\qquad r_p=\frac1{\sqrt{2m\omega}}.$$

At $q=1/r_p$ the recoil energy $q^2/2m$ equals $\omega$. Since $\gamma=\alpha\sqrt{2\omega/m}$ and $\sqrt{2\omega/m}=2\omega r_p$,

$$|V_{\mathbf q}|^2=\frac{4\pi\alpha\omega^2r_p}{\mathcal V q^2}.$$

In the example $\omega=80$ meV $=0.00294$ hartree, so $\alpha=0.16\sqrt{0.80/0.00588}=1.87$, and $r_p=1/\sqrt{0.00470}=14.6$ bohr $=0.772$ nm.

## 5. Second-order perturbation theory

The unperturbed state has the electron at zero momentum and no phonons; its energy is zero. The interaction changes the phonon number by one, so its expectation value, the first-order shift, vanishes.

Acting once on this state, the interaction can only create a phonon. The factor $e^{-i\mathbf q\cdot\mathbf r}$ then gives the electron momentum $-\mathbf q$, so total momentum stays zero. The intermediate energy is

$$D_q=\omega+\frac{q^2}{2m}=\omega(1+q^2r_p^2),$$

and the matrix element is $V_{\mathbf q}^*$. The second-order energy is the sum of $|{\rm matrix\ element}|^2/(0-D_q)$:

$$\Delta E=-\sum_{\mathbf q}\frac{|V_{\mathbf q}|^2}{D_q}.$$

No denominator vanishes, because creating a phonon costs at least $\omega$.

For a large box, $\sum_{\mathbf q}\to\mathcal V/(2\pi)^3\int4\pi q^2dq$. The volume-element factor $q^2$ cancels the $1/q^2$ of the coupling. With $x=qr_p$, any function $f$ of $q$ obeys

$$\sum_{\mathbf q}|V_{\mathbf q}|^2f=\frac{1}{2\pi^2}\,4\pi\alpha\omega^2\int_0^\infty f\,dx=\frac{2\alpha\omega^2}{\pi}\int_0^\infty f\,dx.\tag{1}$$

Taking $f=1/D_q$,

$$\Delta E=-\frac{2\alpha\omega}{\pi}\int_0^\infty\frac{dx}{1+x^2}=-\frac{2\alpha\omega}{\pi}\cdot\frac{\pi}{2}=-\alpha\omega.$$

This is the Fröhlich shift, exact to first order in $\alpha$, that is, second order in $V_{\mathbf q}$. In the original parameters it is $-\gamma\sqrt{m\omega/2}$. Half of it comes from $q<1/r_p$, since $\arctan1=\pi/4$.

For the example, $\Delta E=-1.866\times80$ meV $=-0.149$ eV $=-0.00549$ hartree. The integral was also tested against explicit sums over the discrete wavevectors of cubic boxes with sides 12, 18 and 24 $r_p$. Extrapolated to infinite cutoff and infinite box, they gave 0.9999 of $-\alpha\omega$.

## 6. Where the energy goes

The first-order state contains phonon $\mathbf q$ with amplitude $c_{\mathbf q}=-V_{\mathbf q}^*/D_q$. From equation (1), the mean phonon number is

$$N=\sum_{\mathbf q}\frac{|V_{\mathbf q}|^2}{D_q^2}=\frac{2\alpha}{\pi}\int_0^\infty\frac{dx}{(1+x^2)^2}=\frac{2\alpha}{\pi}\cdot\frac{\pi}{4}=\frac\alpha2.$$

The substitution $x=\tan\theta$ turns this integral into $\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi/4$. The phonon energy is thus $\alpha\omega/2$. The recoil energy is

$$\sum_{\mathbf q}\frac{q^2}{2m}\frac{|V_{\mathbf q}|^2}{D_q^2}=\frac{2\alpha\omega}{\pi}\int_0^\infty\frac{x^2\,dx}{(1+x^2)^2}=\frac{2\alpha\omega}{\pi}\left(\frac\pi2-\frac\pi4\right)=\frac{\alpha\omega}{2},$$

where $x^2=(1+x^2)-1$ was used. The interaction energy comes from the cross terms between the zero- and one-phonon parts:

$$2\,{\rm Re}\sum_{\mathbf q}V_{\mathbf q}c_{\mathbf q}=-2\sum_{\mathbf q}\frac{|V_{\mathbf q}|^2}{D_q}=-2\alpha\omega.$$

The sum is $\alpha\omega/2+\alpha\omega/2-2\alpha\omega=-\alpha\omega$. This explains the ratios of the opening numbers. The two costs are equal because the volume-element factor $q^2$ cancels the $1/q^2$ of the coupling, which leaves the two integrals above. In three dimensions, a coupling with another power of $q$ would give unequal costs. So would a wavevector cutoff: with the one used in Section 9, the phonons cost 74.5 meV and the recoil 58.7 meV.

To leading order the phonon number is 0.93, which is not small. Whether the leading term suffices must therefore be examined.

## 7. An upper bound at any coupling

Let $\mathbf P_{\rm ph}=\sum_{\mathbf q}\mathbf q\,b_{\mathbf q}^\dagger b_{\mathbf q}$ and transform with $S=e^{-i\mathbf r\cdot\mathbf P_{\rm ph}}$. Then $S^{-1}b_{\mathbf q}S=b_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}$, which removes the electron coordinate from the interaction, and $S^{-1}\mathbf pS=\mathbf p-\mathbf P_{\rm ph}$. Since $S$ commutes with $\mathbf P_{\rm ph}$, the conserved total momentum $\mathbf p+\mathbf P_{\rm ph}$ becomes simply $\mathbf p$. Setting this $\mathbf p$ to zero,

$$H'=\frac{\mathbf P_{\rm ph}^2}{2m}+\sum_{\mathbf q}\omega b_{\mathbf q}^\dagger b_{\mathbf q}+\sum_{\mathbf q}(V_{\mathbf q}b_{\mathbf q}+V_{\mathbf q}^*b_{\mathbf q}^\dagger).$$

Moving creation operators to the left gives

$$\mathbf P_{\rm ph}^2=\sum_{\mathbf q}q^2b_{\mathbf q}^\dagger b_{\mathbf q}+\sum_{\mathbf q\mathbf q'}\mathbf q\cdot\mathbf q'\,b_{\mathbf q}^\dagger b_{\mathbf q'}^\dagger b_{\mathbf q}b_{\mathbf q'}.$$

As a trial state take the coherent state with $b_{\mathbf q}|f\rangle=f_{\mathbf q}|f\rangle$. Its energy is

$$E[f]=\sum_{\mathbf q}\left(D_q|f_{\mathbf q}|^2+V_{\mathbf q}f_{\mathbf q}+V_{\mathbf q}^*f_{\mathbf q}^*\right)+\frac1{2m}\Big|\sum_{\mathbf q}\mathbf q|f_{\mathbf q}|^2\Big|^2.$$

If $|f_{\mathbf q}|=|f_{-\mathbf q}|$, the last term vanishes. Completing the square in the first gives $f_{\mathbf q}=-V_{\mathbf q}^*/D_q$, which has this symmetry, and $E=-\sum|V_{\mathbf q}|^2/D_q=-\alpha\omega$. By the variational principle, the ground energy of the model lies at or below $-\alpha\omega$ for any $\alpha$.

A small system tests the second-order sum and the bound. Take four modes in one dimension with $qr_p=\pm0.7$ and $\pm1.4$, couplings $\omega$ and $0.5\omega$ respectively, and at most eight phonons. The second-order sum is

$$-\left(\frac{2}{1.49}+\frac{0.5}{2.96}\right)\omega=-1.511\,\omega.$$

Diagonalization at weak coupling gives the same coefficient. At the full couplings it gives $-1.695\,\omega$, and $-1.696\,\omega$ once 11 or more phonons are allowed, below the second-order value as required.

## 8. The next order

Write the interaction as $\lambda W$ and the state as $|0\rangle+|\chi\rangle$, with $|\chi\rangle$ orthogonal to $|0\rangle$. The Schrödinger equation splits into

$$E=\lambda\langle0|W|\chi\rangle,\qquad (E-H_0-\lambda QWQ)|\chi\rangle=\lambda QW|0\rangle,$$

where $Q$ projects out $|0\rangle$. Solve for $|\chi\rangle$ and expand in $\lambda W$. Odd orders vanish, since they cannot return to zero phonons. At fourth order two terms remain:

- The lowest term contains $1/(E-D_q)\approx-1/D_q-E/D_q^2$. Inserting $E=-\alpha\omega$ gives $+\alpha\omega N=\alpha^2\omega/2$.
- Two phonons $\mathbf q$, $\mathbf q'$ are created in turn and absorbed in either order. Three negative denominators give a minus sign.

With $D_{\mathbf q\mathbf q'}=2\omega+|\mathbf q+\mathbf q'|^2/2m$,

$$E_4=\frac{\alpha^2\omega}{2}-\sum_{\mathbf q\mathbf q'}\frac{|V_{\mathbf q}|^2|V_{\mathbf q'}|^2}{D_{\mathbf q\mathbf q'}}\left(\frac1{D_q^2}+\frac1{D_qD_{q'}}\right).$$

The average of $\omega/D_{\mathbf q\mathbf q'}$ over the angle between the wavevectors is, with $y=q'r_p$,

$$A=\frac12\int_{-1}^{1}\frac{d\mu}{2+x^2+y^2+2xy\mu}=\frac1{4xy}\ln\frac{2+(x+y)^2}{2+(x-y)^2}.$$

Using equation (1) twice,

$$\frac{E_4}{\alpha^2\omega}=\frac12-\frac4{\pi^2}\int_0^\infty\!\!\int_0^\infty A\left[\frac1{(1+x^2)^2}+\frac1{(1+x^2)(1+y^2)}\right]dx\,dy.$$

Numerical integration gives $-0.0159$: the two terms nearly cancel. In the four-mode system, the fourth-order sum and diagonalization both give $-0.2092\,\omega$.

For the example, $E_4=-0.0159\times1.866^2\times80$ meV $=-4.4$ meV, or 3.0% of the leading shift. The small coefficient, rather than a small $\alpha$, makes the leading formula useful here. Higher orders have not been evaluated, so 3% is the size of the next term, not a bound on the error.

## 9. A finite zone and the heavy-electron limit

Ending the integral at a wavevector $q_c$ gives

$$\Delta E_c=-\frac{2\alpha\omega}{\pi}\arctan(q_cr_p).$$

For $q_cr_p\gg1$ the Fröhlich result returns. For a heavy electron, $q_cr_p\ll1$ and the arctangent approaches its argument. Since $\alpha\omega r_p=\gamma/2$, the shift becomes $-\gamma q_c/\pi$, independent of mass and phonon frequency. This is the classical relaxation around a static charge: recoil no longer limits the response, so the cutoff must.

For a cell of 0.135 nm³, a sphere with the volume of the Brillouin zone has $q_c=7.60$ nm$^{-1}$ and $q_cr_p=5.86$. The shift becomes $-133$ meV, 11% smaller in size than without the cutoff. The parabolic band energy at $q_c$ is already 2.7 eV, so this is an estimate.

The same numbers allow a rough look at self-trapping. An electron squeezed into one cell gains at most $\gamma q_c/\pi=0.56$ eV, because $|\rho_{\mathbf q}|\le1$. Filling the sphere of wavevectors uniformly costs a mean kinetic energy $\frac35q_c^2/2m=1.65$ eV. This trial state is unfavourable in the model. Short-range lattice coupling and defects are absent from it, so the estimate does not exclude self-trapping in a real oxide.

## 10. Temperature

With thermal phonon occupation $n$, emission is multiplied by $1+n$. Absorption adds intermediate states of energy $q^2/2m-\omega$, and hence the principal-value integral

$$\mathcal P\!\int_0^\infty\frac{dx}{1-x^2}=\left.\frac12\ln\left|\frac{1+x}{1-x}\right|\,\right|_0^\infty=0.$$

The logarithm vanishes at both ends, and its divergences on the two sides of $x=1$ cancel. To leading order the shift at zero momentum is $-\alpha(1+n)\omega$.

Real absorption gives the level a width. The golden rule with equation (1) yields

$$\Gamma=2\pi n\,\frac{2\alpha\omega^2}{\pi}\int_0^\infty\delta\big(\omega(1-x^2)\big)dx=2\alpha n\omega,$$

because the delta function contributes $1/(2\omega)$. For the single 80 meV mode at 300 K, $n=0.047$: the extra shift is $-7$ meV and the width 14 meV. Moving part of the ionic strength to softer modes, which are more strongly occupied, would make both larger.

## 11. Hafnia films

The parameters are round values in the rough regime of hafnia. Its static dielectric constant depends on phase and direction, and it has several polar modes. At second order, modes add as $-\gamma_j\sqrt{m\omega_j/2}$. Moving half of the strength to a 40 meV mode, with $\gamma$ and $m$ fixed, gives $-127$ meV, 15% smaller in size than the one-mode result. At zero temperature this is the largest correction computed here. At 300 K the softer mode is more strongly occupied, and the two-mode shift is $-145$ meV against $-156$ meV for one mode. Masses of 0.60, 0.60 and 1.42, with the same geometric mean, give $-147$ meV. For these inputs the model thus gives shifts from about 0.115 eV (two modes with the zone cutoff, zero temperature) to about 0.16 eV (one mode with the next order, 300 K). Softer modes lower the zero-temperature value further: half of the strength at 20 meV gives $-112$ meV without the cutoff. These are model estimates, not a measured property of hafnia.

The applied field is a more basic limitation. At 1 MV/cm, roughly the field that reverses (switches) the polarization of a ferroelectric hafnia film, the potential drop over $r_p$ is $0.1$ V/nm $\times\,0.772$ nm, or 77 meV for one electron: 0.96 of the phonon energy. The field therefore cannot be assumed to be a small perturbation of the polaron, and the zero-field shift should not be carried over to switching. How far the field moves it has not been calculated.

In a 10 nm film with hard walls, confinement raises the lowest level of a bare band electron by $\pi^2/(2mL^2)=4.7$ meV. The phonon cloud makes the electron heavier and so reduces this cost. Interface phonons and image charges are left out. The one-electron picture also needs a low carrier density. The electron plasma frequency, screened by $\varepsilon_\infty$, reaches $\omega$ at about $1.9\times10^{19}$ cm$^{-3}$. At that density plasmon and LO phonon are already strongly mixed, with coupled modes at 26 and 110 meV; at a tenth of it the upper mode is at 83 meV. The effective band density at 300 K, for one valley and the bare mass, is $1.8\times10^{19}$ cm$^{-3}$, and at that density the Fermi level already lies $0.35\,k_BT$ above the band edge. The density must therefore stay well below both values.

The shift belongs in a comparison between a rigid-lattice band calculation and an electron in equilibrium with the lattice. A band edge measured under equilibrium conditions already contains it, and subtracting it again would count it twice. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
INPUT (round values, rough hafnia regime)
eps_inf = 5.0, eps_0 = 25.0 (no unit)
band mass = 0.80 electron masses
LO phonon energy = 80.0 meV
RESULT
1/eps_inf - 1/eps_0 = 0.1600
alpha = 1.8663
polaron length r_p = 0.7716 nm
shift -alpha*omega = -0.1493 eV
same shift = -0.005487 hartree
box-sum limit / formula = 0.99991
mean phonon number = 0.9331
phonon energy = 74.65 meV
kinetic energy = 74.65 meV
interaction energy = -298.61 meV
SMALL HAMILTONIAN (units of the phonon energy)
second order: sum -1.51120, diagonalized -1.51120
fourth order: sum -0.20922, diagonalized -0.20922
ground energy at strength 1 = -1.69520
NEGLECTED EFFECTS
coefficient of alpha^2*omega = -0.0159
next-order shift = -4.44 meV
next order / second order = 2.97 %
cell volume = 0.135 nm^3
zone radius q_c = 7.598 1/nm
q_c*r_p = 5.862
band energy at q_c = 2.749 eV
shift with zone cutoff = -133.24 meV
cutoff factor = 0.8924
one-cell relaxation, at most = 0.557 eV
one-cell kinetic cost = 1.650 eV
second LO mode = 40.0 meV, half the strength
two-mode shift = -127.44 meV
anisotropic masses = 0.60, 0.60, 1.422
anisotropic-mass shift = -146.90 meV
temperature = 300 K
thermal phonon occupation = 0.0474
extra thermal shift = -7.08 meV
thermal level width = 14.17 meV
field = 1.0 MV/cm
potential drop over r_p = 77.16 meV
drop / phonon energy = 0.964
film thickness = 10.0 nm
film confinement energy = 4.70 meV
density, plasmon = LO energy: 1.86e+19 cm^-3
effective band density at 300 K = 1.80e+19 cm^-3
```
